\section*{Nonlocal resistance of a narrow spin-Hall strip, part 2}

A current $I$ enters a uniform strip, $|y|<w/2$, at $(0,-w/2)$ and leaves at $(0,+w/2)$. We seek the resistance $R(x)=V(x)/I$ at distant probes, where $V(x)=\phi(x,-w/2)-\phi(x,+w/2)$.

The spin potentials $\mu_\uparrow,\mu_\downarrow$ are in volts, and current runs from high to low potential. Their mean is $\phi$, their half-difference is the spin accumulation $\mu_s$, and $m(x)$ is the average of $\mu_s$ over the width. The sheet conductivity is $\sigma$ ($1/\sigma$ is a resistance per square), $\theta$ is the spin Hall angle, and $u=w/(2\lambda)$. The spin diffusion length is $\lambda=\sqrt{D\tau_s}$, with diffusion constant $D$ and spin relaxation time $\tau_s$. The Einstein relation is $\sigma=e^2\nu D$, with $\nu$ the density of states per unit area and energy for both spins together.

The assumptions are:

(A1) Transport is diffusive, local and linear, and the strip is uniform.

(A2) The two spin channels have equal conductivity $\sigma/2$ and opposite Hall response.

(A3) Only the spin component along $\hat z$, the normal of the plane, takes part.

(A4) The contacts are points, inject no spin and absorb none. The edges pass no spin current.

At both edges $y=\pm w/2$
\begin{equation}
\partial_y\phi+\theta\,\partial_x\mu_s=-\frac{I}{\sigma}\,\delta(x),\qquad
\partial_y\mu_s+\theta\,\partial_x\phi=0 .
\label{edge}
\end{equation}

The theorem of Part I holds for $w<\pi\lambda$, to second order in $\theta$, where terms falling as $e^{-\pi|x|/w}$ (with at most one factor $|x|$) can be dropped:
\begin{equation}
R_{\rm nl}(x)=\frac{2\theta^2\lambda}{\sigma w}\,
\tan^2\!\Big(\frac{w}{2\lambda}\Big)\,e^{-|x|/\lambda}.
\label{thm}
\end{equation}
For $w\ll\lambda$ this becomes
\begin{equation}
R_{\rm nl}(x)=\frac{\theta^2 w}{2\sigma\lambda}\,e^{-|x|/\lambda}.
\label{main}
\end{equation}

Under the same conditions, at $x>0$ and to first order in $\theta$, the spin accumulation is
\begin{equation}
m(x)=-M\,e^{-x/\lambda},\qquad M=\frac{\theta I}{2\sigma}\,\frac{\tan u}{u}.
\label{M}
\end{equation}

\subsection{Symbols and results taken from Part I}

The strip has width $w$, sheet conductivity $\sigma$, spin Hall angle $\theta$ and spin diffusion length $\lambda$. The current $I$ crosses it from the lower to the upper edge at $x=0$, and $R(x)$ is the voltage of the lower edge relative to the upper edge at $x$, divided by $I$. The mean potential $\phi$ and the spin accumulation $\mu_s$ obey $\nabla^2\phi=0$ and $\nabla^2\mu_s=\mu_s/\lambda^2$, with the edge conditions \eqref{edge}. For $w<\pi\lambda$, to order $\theta^2$ and far from the current contacts, the spin signal is \eqref{thm}. For $w\ll\lambda$ it is $R_{\rm nl}=\theta^2w\,e^{-|x|/\lambda}/(2\sigma\lambda)$. The ordinary spreading current, which Part I dropped at large distance, is now computed, since it decides where the spin signal can be seen.

\subsection{Proposition 1: resistance in Fourier space}

\paragraph{Proposition 1.} Write $R(x)=\int\frac{dk}{2\pi}\,e^{ikx}\tilde R(k)$ and $q=\sqrt{k^2+1/\lambda^2}$. For any $w$ and $\theta$,
\begin{equation}
\tilde R(k)=\frac{2}{\sigma}\,
\frac{\tanh(kw/2)}{k+\theta^2k^2\,\tanh(kw/2)\coth(qw/2)/q}.
\label{Rk}
\end{equation}

\paragraph{Proof.} For each $k$ the bulk equations become $\partial_y^2\tilde\phi=k^2\tilde\phi$ and $\partial_y^2\tilde\mu_s=q^2\tilde\mu_s$. The edge conditions are compatible with $\phi$ odd and $\mu_s$ even in $y$, so
\begin{equation}
\tilde\phi=A\sinh(ky),\qquad \tilde\mu_s=B\cosh(qy).
\end{equation}
The derivative $\partial_x$ becomes $ik$ and $\delta(x)$ becomes 1. At $y=w/2$ the two conditions are
\begin{align}
Ak\cosh\frac{kw}2+i\theta kB\cosh\frac{qw}2&=-\frac I\sigma,\label{c1}\\
Bq\sinh\frac{qw}2+i\theta kA\sinh\frac{kw}2&=0,\label{c2}
\end{align}
and those at $y=-w/2$ repeat them. From \eqref{c2},
\begin{equation}
B=-\,\frac{i\theta kA\sinh(kw/2)}{q\sinh(qw/2)}.
\end{equation}
Inserted in \eqref{c1}, the product $i\cdot(-i)=1$ makes the second term positive:
\begin{equation}
A\Big[k\cosh\frac{kw}2+\frac{\theta^2k^2}{q}\sinh\frac{kw}2\coth\frac{qw}2\Big]=-\frac I\sigma .
\end{equation}
The voltage is $\tilde V=-2A\sinh(kw/2)$. Dividing numerator and denominator by $\cosh(kw/2)$ gives \eqref{Rk}. $\square$

\subsection{The ohmic part and the reach of the spin signal}

At $\theta=0$ the transform is $\tilde R_0=(2/\sigma)\tanh(kw/2)/k$. For $x>0$ the integration path is closed in the upper half plane, where $\tanh(kw/2)$ has poles at $k=i\kappa_n$, $\kappa_n=(2n+1)\pi/w$, each with residue $2/w$. The point $k=0$ is regular. The integral is $i$ times the sum of residues:
\begin{equation}
R_0(x)=i\sum_{n\ge0}\frac2\sigma\,\frac2w\,\frac{e^{-\kappa_nx}}{i\kappa_n}
=\frac{4}{\pi\sigma}\sum_{n\ge0}\frac{e^{-(2n+1)\pi x/w}}{2n+1}.
\end{equation}
The series is that of the inverse hyperbolic tangent, so
\begin{equation}
R_0(x)=\frac{4}{\pi\sigma}\,{\rm artanh}\,e^{-\pi|x|/w}.
\label{ohm}
\end{equation}

The term of order $\theta^2$ follows by expanding the denominator of \eqref{Rk}:
\begin{equation}
\tilde R_2=-\frac{2\theta^2}{\sigma}\,\tanh^2\!\Big(\frac{kw}2\Big)\,\frac{\coth(qw/2)}{q}.
\label{R2}
\end{equation}
The last factor is even in $q$ and so has no branch cut. Near $k=i/\lambda$, where $q$ vanishes, it tends to $2/(wq^2)$ with $q^2=(k-i/\lambda)(k+i/\lambda)$, so its residue is $(2/w)/(2i/\lambda)=\lambda/(iw)$. At this point $\tanh^2(kw/2)=\tanh^2(iu)=-\tan^2u$. The contribution to $R(x)$ is
\begin{equation}
i\Big(-\frac{2\theta^2}\sigma\Big)(-\tan^2u)\,\frac{\lambda}{iw}\,e^{-x/\lambda}
=\frac{2\theta^2\lambda}{\sigma w}\tan^2(u)\,e^{-x/\lambda},
\end{equation}
which is \eqref{thm} by a second route. The other poles of \eqref{R2} show what the theorem leaves out. The double poles of $\tanh^2(kw/2)$ at $i\kappa_n$ give terms $(a_n+b_nx)e^{-\kappa_nx}$. The remaining poles of $\coth(qw/2)/q$, at $q=2\pi in/w$ with $n\ge1$, decay faster than $e^{-2\pi x/w}$.

The condition $w<\pi\lambda$ now has a plain meaning. In a wider strip $\pi/w<1/\lambda$, and the ohmic tail outlasts the term $e^{-x/\lambda}$. The part of order $\theta^2$ is then governed at large distance by the double pole at $i\pi/w$. It falls as $x\,e^{-\pi x/w}$, a change of the ohmic tail that no longer shows the spin diffusion length as its decay length. Relative to the ohmic tail it grows with $x$, and the expansion in $\theta$ holds only while this ratio is small. In a narrow strip the ohmic part is larger close to the contacts and the spin part far away. They are equal where
\begin{equation}
\frac{4}{\pi\sigma}e^{-\pi x/w}=\frac{\theta^2w}{2\sigma\lambda}e^{-x/\lambda},
\end{equation}
with the inverse hyperbolic tangent replaced by its small argument. Collecting the exponentials on one side and taking the logarithm,
\begin{equation}
x_c=\frac{\ln\!\big[8\lambda/(\pi\theta^2w)\big]}{\pi/w-1/\lambda}.
\label{xc}
\end{equation}
A smaller spin Hall angle moves the crossover outwards, though only logarithmically.

\subsection{Proposition 2: narrow strip at any spin Hall angle}

\paragraph{Proposition 2.} For $w\ll\lambda$, $|x|\gg w$ and any $\theta$,
\begin{equation}
R_{\rm nl}=\frac{\theta^2w}{2\sigma\lambda(1+\theta^2)^{3/2}}
\exp\!\Big(-\frac{|x|}{\lambda\sqrt{1+\theta^2}}\Big).
\label{anytheta}
\end{equation}

\paragraph{Proof.} The long-range part of $R$ comes from $k$ of order $1/\lambda$, where $kw$ and $qw$ are small. Then $\tanh(kw/2)\to kw/2$ and $\coth(qw/2)\to2/(qw)$. With $s^2=1+\theta^2$, \eqref{Rk} becomes
\begin{align}
\tilde R&=\frac w\sigma\,\frac{1}{1+\theta^2k^2/q^2}
=\frac w\sigma\,\frac{k^2+\lambda^{-2}}{s^2k^2+\lambda^{-2}}\\
&=\frac w\sigma\Big[\frac1{s^2}+\frac{\theta^2}{s^2}\,\frac{1}{1+s^2\lambda^2k^2}\Big].
\end{align}
The first term is a delta function at $x=0$, the form that the ohmic part takes when its range is neglected. The function $1/(1+\Lambda^2k^2)$ is the transform of $e^{-|x|/\Lambda}/(2\Lambda)$. With $\Lambda=s\lambda$ the second term gives \eqref{anytheta}. $\square$

The square law therefore needs $\theta^2\ll1$, and at large distance also $\theta^2|x|/(2\lambda)\ll1$, because the decay length itself contains $\theta$.

\subsection{Worked example}

The numbers are chosen in the regime of graphene that takes its spin-orbit coupling from a neighbouring dichalcogenide layer. They are rough: $1/\sigma=1500\ \Omega$, $w=0.30\ \mu$m, $\lambda=1.0\ \mu$m, $\theta=0.03$, probes at $x=2.0\ \mu$m and $I=1.0\ \mu$A. The prefactor of \eqref{main} is
\begin{equation}
\tfrac12\,(0.03)^2\,(1500\ \Omega)\,\frac{0.30}{1.0}=0.2025\ \Omega=202.5\ {\rm m}\Omega .
\end{equation}
With $e^{-2}=0.135$ the result is
\begin{equation}
R_{\rm nl}=27.4\ {\rm m}\Omega,\qquad V=27.4\ {\rm nV}.
\end{equation}

The intermediate stage can be followed too. In the narrow limit \eqref{M} gives a spin accumulation of magnitude $\theta I/(2\sigma)=22.5\ \mu$V beside the current contacts, extrapolated to $x=0$, and $3.05\ \mu$V at the probes. Its slope there is $3.05\ \mu$V per $\mu$m. Multiplied by $w\theta=0.009\ \mu$m, this returns the 27.4 nV.

The table compares distances at otherwise fixed parameters, with resistances in m$\Omega$. The ohmic column is \eqref{ohm} and the next is \eqref{main}. The last comes from a finite-element solution of the two channel equations on a strip reaching from $x=-5$ to $7\ \mu$m, with bilinear elements of $0.020\times0.015\ \mu$m. It is the voltage computed with $\theta=0.03$ minus that with $\theta=0$, divided by $I$.

\begin{center}
\begin{tabular}{cccc}
$x$ ($\mu$m) & ohmic & narrow formula & numerical spin part\\
1.0 & 54.1 & 74.5 & 75.5\\
1.5 & 0.288 & 45.2 & 45.8\\
2.0 & 0.0015 & 27.4 & 27.8\\
3.0 & $4\times10^{-8}$ & 10.1 & 10.2
\end{tabular}
\end{center}

The numerical values lie 1.3 to 1.5 per cent above the narrow formula. The width factor $(\tan u/u)^2$ with $u=0.15$ is 1.015. Multiplied by it, the narrow formula agrees with the numerical values to within 0.2 per cent. The numerical values at 1.5 and $3.0\ \mu$m give a decay length of $1.00\ \mu$m. Doubling $\theta$ to 0.06 at $x=2.0\ \mu$m gives a power of 1.998. The small departure from 2 is that of \eqref{anytheta}: at $x=2\lambda$ its expansion is $\theta^2(1-\tfrac32\theta^2+\theta^2)$ times a constant, which lowers the power by $0.5\,(0.06^2-0.03^2)/\ln2=0.002$.

Equation \eqref{xc} gives $x_c=9.15/9.47\ \mu{\rm m}=0.97\ \mu$m. At $1.0\ \mu$m the ohmic part is still comparable with the spin part. At $2.0\ \mu$m it is smaller by a factor of more than $10^4$.

\subsection{What the model leaves out}

\paragraph{Side arms.} Real probes are arms of finite width $c$, and spin diffuses into them. An arm of the same material, long compared with $\lambda$, draws a spin current $\sigma c\,\mu_s/\lambda$. Two opposite arms at $x=L$ act as a drain. If they are narrow, the accumulation near them is proportional to
\begin{equation}
e^{-(x-L)/\lambda}+r\,e^{-|x-L|/\lambda}.
\end{equation}
Spin balance requires the slope to jump by $2c/(w\lambda)$ times the local value. So $-2r=(2c/w)(1+r)$, and $1+r=1/(1+c/w)$. For $c=0.10\ \mu$m the accumulation falls to 0.75 of its undisturbed value. The voltage hardly changes, because the added term is even about the probe and its slopes on the two sides cancel in the average over the arm. At the current contacts the accumulation is odd in $x$ and passes through zero, so little is drained there.

For arms of finite width the one-dimensional equation was solved by finite differences with a step of $0.002\ \mu$m. The injected current was spread evenly over $c$, and the drain $2\sigma m/\lambda$ per unit length acted under both pairs of arms. The voltage came out at 0.99 of the ideal value, with the accumulation at the probe at 0.75 of its value without drain. This is an estimate, good to several per cent for arms well narrower than the strip, since it ignores the two-dimensional current pattern inside the arms and where they join the strip. It does not fix the direction of the small change in voltage: with that pattern included, the two ratios are about 1.01 and 0.77 for $c=0.10\ \mu$m, and arms as wide as the strip raise the voltage by roughly 9 per cent.

\paragraph{Diffusive transport.} For a carrier density of $2.0\times10^{12}$ cm$^{-2}$ and a Fermi velocity $v=1.0\times10^6$ m/s, graphene has $k_F=\sqrt{\pi n}$ and Fermi energy $\hbar vk_F=0.165$ eV. Its density of states is $\nu=2E_F/(\pi\hbar^2v^2)$. The Einstein relation then gives $D=172$ cm$^2$/s, and $D=v\ell/2$ gives a mean free path $\ell=34$ nm, or 0.11 of the width. Diffusion across the strip is a fair description but not a precise one. At 300 K the Fermi energy is 6.4 times $kT$, so these zero-temperature relations serve for estimates. At the same carrier density the density of states at 300 K is about 4 per cent lower, which raises $D$ to about 179 cm$^2$/s and $\ell$ to about 36 nm, and lowers the spin lifetime given below from 58 to about 56 ps. The theorem itself uses only the values of $\sigma$, $\theta$ and $\lambda$ at the working temperature.

\paragraph{Stray field.} The spin lifetime is $\lambda^2/D=58$ ps. In an in-plane field of 1.0 mT, with $g=2$, a spin turns by $\omega\tau_s=0.010$ rad in this time. Precession at rate $\omega$ builds up an in-plane component of about $\omega\tau_s$ times the normal one, which acts back on the normal component at the rate $\omega^2\tau_s$. Relative to $1/\tau_s$ this is $(\omega\tau_s)^2\approx10^{-4}$, if both components live equally long. Such a field can be ignored here.

\paragraph{Noise.} With $5000\ \Omega$ between the voltage terminals, the thermal noise $\sqrt{4kTR\,\Delta f}$ at 300 K is 9.1 nV in a bandwidth of 1 Hz. The signal of 27.4 nV is three times larger. So low a resistance requires arms that widen or meet metal close to the strip. Metal that close drains spin more strongly than the long arms considered above, and its effect on the signal is not estimated here. Two uniform arms of the same material, $0.10\ \mu$m wide and $3\ \mu$m long, have $90\ {\rm k}\Omega$ together, and their noise of 39 nV in 1 Hz exceeds the signal. Either case calls for narrow-band detection or averaging.

\subsection{Comparison with real strips}

In graphene on a dichalcogenide both $\theta$ and $\lambda$ vary widely between samples, and this matters more than the corrections above. With the other parameters held fixed, $\theta=0.01$ would lower the signal ninefold, to about 3 m$\Omega$. A diffusion length of $0.5\ \mu$m would change it to $405\ {\rm m}\Omega\times e^{-4}=7.4$ m$\Omega$ by the narrow formula, or 7.9 m$\Omega$ with the width factor $(\tan u/u)^2$ at $u=0.3$. Real layers also break assumption (A3), since the same spin-orbit coupling can convert charge current into in-plane spin. That contribution is not estimated here. In platinum the spin diffusion length is roughly a few nanometres, so a strip some tens of nanometres wide violates $w<\pi\lambda$, and the ohmic tail outlasts the term $e^{-|x|/\lambda}$ at large distance.

The exponential law does not by itself identify spin. The derivation used two channels with opposite Hall response and a relaxation between them. If the channels are two valleys of graphene with opposite Hall response, the same equations hold with a valley Hall angle and an intervalley diffusion length, provided that the edges do not scatter carriers between the valleys. The same formula then follows. Edges that mix the valleys violate the counterpart of (A4) and shorten the decay length, and in a narrow strip even weak mixing can matter. With the width and the sheet conductivity known, a measurement against distance yields a decay length and the magnitude of a Hall angle. Assigning them to spin needs further evidence, such as the response to an in-plane magnetic field strong enough to turn the spins within their lifetime. Where in-plane spins relax much faster than those along the normal, a stronger field is needed.
